**Split-capacitance mobility with traps: a virtual measurement**

The program tests the relation $\mu_{\rm eff}=\mu(1-f_t)$, where $\mu$ is the free-carrier mobility and $f_t=Q_t/(Q_f+Q_t)$ is the trapped fraction of the measured charge, with $Q_f$ and $Q_t$ the free and trapped electron charges per area. It integrates a trap relaxation equation in time under a small gate probe and asserts that the integrated capacitance agrees within 0.2 % with the derived frequency weight, at three frequencies and three gate voltages. It also asserts that the mobility found at 1 kHz with a 1 mV drain voltage agrees with $\mu(1-f_t)$ within 0.3 %, and that a trap-free device returns the true mobility within 0.2 %. Further assertions cover the Fermi integrals, the electron depth in the well, the rise of the 1 kHz mobility with gate voltage, and the bracketing of results for a wide spread of trap times by the low- and high-frequency limits. For a true mobility of 3000 cm²/Vs and a gate voltage of 1 V, the output shows 2230 cm²/Vs at 1 kHz and 2712 cm²/Vs at 1 MHz. The high-frequency error remains because the slow bias sweep still fills the traps. The program also estimates the size of several effects that the model leaves out.

## Check in Python

```python
# RESULT UNDER TEST
# Split C-V divides the channel conductance by Q_m = integral of C_gc dV_G.
# If traps follow the probe, Q_m = Q_f + Q_t and
#     mu_eff = mu * (1 - f_t),   f_t = Q_t / Q_m.
# At angular frequency w, with a slow bias sweep, trapped charge counts with weight
#     [C_f + C_ox/(1+(w*tau')^2)] / (C_ox + C_f),
#     tau' = tau*(C_ox+C_f)/(C_ox+C_f+C_t).
# Q_f, Q_t : free and trapped electron charge per area (positive magnitudes)
# C_f, C_t : their derivatives by surface potential;  C_ox : insulator capacitance
# tau      : trap relaxation time;  mu : free-carrier mobility
# Internally SI units, with energies in eV and densities of states per eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.special import expit, spence

q, hbar, m0, eps0 = const.e, const.hbar, const.m_e, const.epsilon_0
temperature = 300.0
kT = const.k * temperature / q
mass = 0.06 * m0                  # rough in-subband mass
well_width = 7e-9
eps_well = 13.9 * eps0
k_oxide, t_oxide = 18.0, 6e-9
c_ox = k_oxide * eps0 / t_oxide
trap_dos = 3e16                   # per eV per m^2
tau = 1e-5
mobility = 0.3                    # m^2/Vs
u_start = -0.20                   # Fermi level minus subband at sweep start, eV
v_end = 1.0
v_drain = 0.01
gate_length = 20e-6
dos2d = mass / (np.pi * hbar**2) * q
lam_box = well_width * (1/3 + 5/(8*np.pi**2))


def density(u, alpha=0.0):
    """Electrons per m^2 in one subband; alpha (1/eV) is nonparabolicity."""
    eta = u / kT
    return dos2d * (kT*np.logaddexp(0, eta)
                    - 2*alpha*kT**2*spence(1 + np.exp(eta)))


def build(dos_t, lam=lam_box, alpha=0.0):
    """Equilibrium states along the slow sweep, all counted from its start."""
    u = np.linspace(-0.22, 0.7, 6001)
    free = q * density(u, alpha)
    free0 = q * density(u_start, alpha)
    rise = (u - u_start) + (free - free0)*lam/eps_well
    trapped = q * dos_t * rise
    gate = rise + (free - free0 + trapped)/c_ox
    c_q = q * dos2d * expit(u/kT)          # used only for alpha = 0
    return dict(u=u, free=free, gain=free-free0, rise=rise, trapped=trapped,
                gate=gate, c_f=c_q/(1 + c_q*lam/eps_well), c_t=q*dos_t)


def at(model, name, v):
    return CubicSpline(model['gate'], model[name])(v)


def virtual_meter(model, freq, periods, steps):
    """Time-domain small-signal experiment at many biases; returns Q_m(V)."""
    bias = np.linspace(0, v_end, 161)
    amp, dt, omega = 1e-3, 1/(freq*steps), 2*np.pi*freq
    rise_of = CubicSpline(model['rise'] + model['gain']/c_ox, model['rise'])
    qt = at(model, 'trapped', bias)
    total = np.zeros_like(bias)

    def rate(t, charge):
        v = bias + amp*np.sin(omega*t)
        return (model['c_t']*rise_of(v - charge/c_ox) - charge)/tau

    for i in range(periods*steps):
        t = i*dt
        if i >= (periods - 1)*steps:
            wave = np.sin(omega*t)
            v = bias + amp*wave
            total += c_ox*(v - rise_of(v - qt/c_ox))*wave
        k1 = rate(t, qt)
        k2 = rate(t + dt/2, qt + dt/2*k1)
        k3 = rate(t + dt/2, qt + dt/2*k2)
        k4 = rate(t + dt, qt + dt*k3)
        qt = qt + dt/6*(k1 + 2*k2 + 2*k3 + k4)
    cap = 2*total/(steps*amp)
    return cap, CubicSpline(bias, cap).antiderivative()


def between(model, integrand, variable, v):
    """Integral of integrand d(variable) from sweep start to gate voltage v."""
    run = CubicSpline(model['gate'],
                      cumulative_trapezoid(integrand, variable, initial=0))
    return float(run(v) - run(0.0))


def counted_traps(model, freq, v):
    """Derived formula for the trapped charge that enters Q_m."""
    c_f, c_t = model['c_f'], model['c_t']
    k = c_ox + c_f
    x = 2*np.pi*freq*tau*k/(k + c_t)
    weight = (c_f + c_ox/(1 + x**2))/k
    return between(model, c_t*weight, model['rise'], v)


def well_levels(n, barrier, extra):
    """Self-consistent Hartree levels; hard wall at surface, barrier behind."""
    h = 0.05e-9
    x = h*np.arange(1, round((well_width + extra)/h))
    edge = np.where(x > well_width, barrier, 0.0)
    hop = hbar**2/(2*mass*h**2*q)
    pot = np.zeros_like(x)
    for _ in range(80):
        e, psi = eigh_tridiagonal(2*hop + edge + pot, -hop*np.ones(len(x)-1),
                                  select='i', select_range=(0, 1))
        p = psi[:, 0]**2/np.sum(psi[:, 0]**2)
        behind = 1 - (np.cumsum(p) - p/2)
        new = q*n/eps_well*h*(np.cumsum(behind) - behind/2 + 0.5)
        change = np.max(np.abs(new - pot))
        pot = 0.5*pot + 0.5*new
    assert change < 1e-7
    return e, pot, h


# --- statistics against direct Fermi integrals
for u_test, a_test in [(-0.1, 0.0), (0.2, 0.0), (0.2, 1.0)]:
    direct = quad(lambda e: dos2d*(1 + 2*a_test*e)*expit((u_test - e)/kT),
                  0, 1.5, points=[max(u_test, 0.01)], limit=200)[0]
    assert abs(direct/density(u_test, a_test) - 1) < 1e-6
filled = quad(lambda e: expit((0.3 - e)/kT) - expit((-0.2 - e)/kT),
              -1.5, 1.8, points=[-0.2, 0.3], limit=200)[0]
assert abs(filled - 0.5) < 1e-7

# --- electron depth in a hard-wall well: closed form against Hartree levels
n_small = 1e14
lam_num = (well_levels(n_small, 0, 0)[0][0] - well_levels(0, 0, 0)[0][0]) \
    * eps_well/(q*n_small)
assert abs(lam_num/lam_box - 1) < 5e-3

# --- virtual split C-V against the derived weight
device = build(trap_dos)
qf, qt = float(at(device, 'free', v_end)), float(at(device, 'trapped', v_end))
f_t = qt/(qf + qt)
meter, caps = {}, {}
for freq, periods, steps in [(1e3, 2, 400), (2e4, 8, 100), (1e6, 60, 80)]:
    caps[freq], meter[freq] = virtual_meter(device, freq, periods, steps)
    for v in (0.4, 0.7, 1.0):
        formula = float(at(device, 'gain', v)) + counted_traps(device, freq, v)
        assert abs(float(meter[freq](v))/formula - 1) < 2e-3


# --- measured mobility, with current from the gradual-channel integral
def sheet_conductance(v, vds):
    spline = CubicSpline(device['gate'], device['free'])
    return mobility*quad(lambda y: float(spline(v - y)), 0, vds)[0]/vds


mu_small_vds = sheet_conductance(v_end, 1e-3)/float(meter[1e3](v_end))
assert abs(mu_small_vds/(mobility*(1 - f_t)) - 1) < 3e-3
mu_vds = sheet_conductance(v_end, v_drain)/float(meter[1e3](v_end))
drain_error = sheet_conductance(v_end, v_drain)/(mobility*qf) - 1
assert abs(drain_error) < 0.02

# --- control: without traps the method returns the true mobility
clean = build(0.0)
clean_charge = virtual_meter(clean, 2e4, 3, 100)[1]
clean_ratio = float(at(clean, 'free', v_end))/float(clean_charge(v_end))
assert abs(clean_ratio - 1) < 2e-3

# --- local capacitance ratio is a different number from the charge fraction
local = device['c_t']/(device['c_t'] + float(at(device, 'c_f', v_end)))
assert abs(local - f_t) > 0.02

# --- constant true mobility, yet the extracted one rises with gate voltage
volts = [0.4, 0.6, 0.8, 1.0]
table = {f: [mobility*float(at(device, 'free', v))/float(meter[f](v))
             for v in volts] for f in meter}
assert np.all(np.diff(table[1e3]) > 0)

# --- trap times spread over six decades stay between the two limits
low = qf + qt
high = qf + counted_traps(device, 1e12, v_end)
taus = np.logspace(-8, -2, 241)
spread = {}
for freq in meter:
    y = device['c_f'] + device['c_t']*np.mean(1/(1 + 2j*np.pi*freq*taus))
    spread[freq] = between(device, np.real(y*c_ox/(y + c_ox)), device['gate'], v_end)
    assert high < spread[freq] < low

# --- fast C-V (traps empty) combined with slow current
fast_free = float(at(clean, 'free', v_end))
assert fast_free > qf

# --- sizes of neglected effects
n_op, u_op = qf/q, float(at(device, 'u', v_end))


def fraction(**changes):
    other = build(trap_dos, **changes)
    a, b = float(at(other, 'free', v_end)), float(at(other, 'trapped', v_end))
    return b/(a + b)


f_nonpar = fraction(alpha=1.0)
levels, hartree, h = well_levels(n_op, 0.5, 10e-9)
levels0 = well_levels(0, 0.5, 10e-9)[0]
lam_sc = (levels[0] - levels0[0])*eps_well/(q*n_op)
f_sc = fraction(lam=lam_sc)
gap = levels[1] - levels[0]
second = np.logaddexp(0, (u_op - gap)/kT)/np.logaddexp(0, u_op/kT)
hop_l = hbar**2/(2*0.2*m0*h**2*q)          # rough L-valley confinement mass 0.2
e_l = 0.55 + eigh_tridiagonal(2*hop_l + hartree, -hop_l*np.ones(len(hartree)-1),
                              select='i', select_range=(0, 0))[0][0]
l_share = 4*0.3*m0/(np.pi*hbar**2)*q*kT*np.logaddexp(
    0, (levels[0] + u_op - e_l)/kT)/n_op   # four valleys, rough mass 0.3
exchange = 2*q*np.sqrt(2*np.pi*n_op)/(np.pi*4*np.pi*eps_well)
field = (qf + qt)/(k_oxide*eps0)
action = quad(lambda x: np.sqrt(2*0.2*m0*q*(2.0 - field*x))/hbar, 0, t_oxide)[0]
leak = qf*np.pi*hbar/(2*mass*well_width**2)*np.exp(-2*action)
leak_ratio = leak*gate_length**2/(mobility*qf*v_drain)
contact = 200e-6*mobility*qf/gate_length   # 200 ohm um total, rough
charge_time = [gate_length**2*c/(np.pi**2*mobility*s) for c, s in
               [(caps[1e3][0], q*density(u_start)), (caps[1e3][-1], qf)]]


def show(label, value, unit=''):
    print(f"{label}: {value:.4g} {unit}".rstrip())


show("temperature", temperature, "K")
show("subband mass", mass/m0, "electron masses")
show("well width", well_width*1e9, "nm")
show("well relative permittivity", eps_well/eps0)
show("insulator relative permittivity", k_oxide)
show("insulator thickness", t_oxide*1e9, "nm")
show("trap density", trap_dos*1e-4, "1/(eV cm2)")
show("trap time", tau*1e6, "us")
show("true mobility", mobility*1e4, "cm2/Vs")
show("Fermi level minus subband at sweep start", u_start, "eV")
show("gate voltage above sweep start", v_end, "V")
show("subband density of states", dos2d*1e-4, "1/(eV cm2)")
show("electron depth length lambda", lam_box*1e9, "nm")
show("C_ox", c_ox*100, "uF/cm2")
show("C_t", device['c_t']*100, "uF/cm2")
show("C_f at 1 V", float(at(device, 'c_f', v_end))*100, "uF/cm2")
show("surface potential rise at 1 V", float(at(device, 'rise', v_end)), "V")
show("free density at 1 V", n_op*1e-4, "1/cm2")
show("trapped density at 1 V", qt/q*1e-4, "1/cm2")
show("free charge Q_f at 1 V", qf*100, "uC/cm2")
show("trapped charge Q_t at 1 V", qt*100, "uC/cm2")
show("trapped fraction f_t at 1 V", f_t)
show("local ratio C_t/(C_t+C_f) at 1 V", local)
show("mu(1-f_t) at 1 V", mobility*(1 - f_t)*1e4, "cm2/Vs")
for freq in meter:
    print(f"virtual meter {freq/1e3:.0f} kHz: Q_m = {float(meter[freq](v_end))*100:.4f}"
          f" uC/cm2, share of Q_t counted = {counted_traps(device, freq, v_end)/qt:.3f}")
for i, v in enumerate(volts):
    part = float(at(device, 'trapped', v))
    part = part/(part + float(at(device, 'free', v)))
    print(f"V_G = {v:.1f} V: f_t = {part:.3f}, mu_eff at 1 kHz, 20 kHz, 1 MHz = "
          + ", ".join(f"{table[f][i]*1e4:.0f}" for f in meter) + " cm2/Vs")
show("high-frequency limit of mu_eff at 1 V", mobility*qf/high*1e4, "cm2/Vs")
print("mu_eff at 1 V, trap times 10 ns to 10 ms, 1 kHz, 20 kHz, 1 MHz: "
      + ", ".join(f"{mobility*qf/spread[f]*1e4:.0f}" for f in meter) + " cm2/Vs")
show("mu_eff at 1 V, fast C-V with slow current", mobility*qf/fast_free*1e4, "cm2/Vs")
show("trap-free control, mu_eff/mu", clean_ratio)
show("drain voltage", v_drain*1e3, "mV")
show("current change from finite drain voltage", drain_error*100, "%")
show("mu_eff at 1 V, 1 kHz, with this drain voltage", mu_vds*1e4, "cm2/Vs")
show("gate length", gate_length*1e6, "um")
show("contact/channel resistance, 200 ohm um assumed", contact*100, "%")
show("channel charging time at sweep start", charge_time[0]*1e6, "us")
show("channel charging time at 1 V", charge_time[1]*1e9, "ns")
show("f_t with nonparabolicity 1/eV", f_nonpar)
show("lambda, self-consistent well with 0.5 eV back barrier", lam_sc*1e9, "nm")
show("f_t with that lambda", f_sc)
show("second/first subband population", second)
show("L-valley/free population, edge 0.55 eV assumed", l_share)
show("exchange shift, strict two-dimensional estimate", exchange*1e3, "meV")
show("trapped density change from exchange, at most", trap_dos*exchange*1e-4, "1/cm2")
show("insulator field", field*1e-8, "MV/cm")
show("direct tunnelling current, 2 eV barrier, mass 0.2", leak*1e-4, "A/cm2")
show("gate leakage/drain current", leak_ratio)
print("no test failed")
```

Running it gives:

```
temperature: 300 K
subband mass: 0.06 electron masses
well width: 7 nm
well relative permittivity: 13.9
insulator relative permittivity: 18
insulator thickness: 6 nm
trap density: 3e+12 1/(eV cm2)
trap time: 10 us
true mobility: 3000 cm2/Vs
Fermi level minus subband at sweep start: -0.2 eV
gate voltage above sweep start: 1 V
subband density of states: 2.506e+13 1/(eV cm2)
electron depth length lambda: 2.777 nm
C_ox: 2.656 uF/cm2
C_t: 0.4807 uF/cm2
C_f at 1 V: 2.106 uF/cm2
surface potential rise at 1 V: 0.5869 V
free density at 1 V: 5.088e+12 1/cm2
trapped density at 1 V: 1.761e+12 1/cm2
free charge Q_f at 1 V: 0.8152 uC/cm2
trapped charge Q_t at 1 V: 0.2821 uC/cm2
trapped fraction f_t at 1 V: 0.2571
local ratio C_t/(C_t+C_f) at 1 V: 0.1858
mu(1-f_t) at 1 V: 2229 cm2/Vs
virtual meter 1 kHz: Q_m = 1.0967 uC/cm2, share of Q_t counted = 0.998
virtual meter 20 kHz: Q_m = 0.9894 uC/cm2, share of Q_t counted = 0.618
virtual meter 1000 kHz: Q_m = 0.9017 uC/cm2, share of Q_t counted = 0.307
V_G = 0.4 V: f_t = 0.427, mu_eff at 1 kHz, 20 kHz, 1 MHz = 1721, 2131, 2675 cm2/Vs
V_G = 0.6 V: f_t = 0.322, mu_eff at 1 kHz, 20 kHz, 1 MHz = 2036, 2351, 2699 cm2/Vs
V_G = 0.8 V: f_t = 0.279, mu_eff at 1 kHz, 20 kHz, 1 MHz = 2163, 2431, 2708 cm2/Vs
V_G = 1.0 V: f_t = 0.257, mu_eff at 1 kHz, 20 kHz, 1 MHz = 2230, 2472, 2712 cm2/Vs
high-frequency limit of mu_eff at 1 V: 2712 cm2/Vs
mu_eff at 1 V, trap times 10 ns to 10 ms, 1 kHz, 20 kHz, 1 MHz: 2343, 2439, 2587 cm2/Vs
mu_eff at 1 V, fast C-V with slow current: 2602 cm2/Vs
trap-free control, mu_eff/mu: 1
drain voltage: 10 mV
current change from finite drain voltage: -0.6545 %
mu_eff at 1 V, 1 kHz, with this drain voltage: 2215 cm2/Vs
gate length: 20 um
contact/channel resistance, 200 ohm um assumed: 2.446 %
channel charging time at sweep start: 1.214 us
channel charging time at 1 V: 0.2171 ns
f_t with nonparabolicity 1/eV: 0.2429
lambda, self-consistent well with 0.5 eV back barrier: 2.892 nm
f_t with that lambda: 0.2603
second/first subband population: 0.01134
L-valley/free population, edge 0.55 eV assumed: 9.996e-05
exchange shift, strict two-dimensional estimate: 37.29 meV
trapped density change from exchange, at most: 1.119e+11 1/cm2
insulator field: 0.6885 MV/cm
direct tunnelling current, 2 eV barrier, mass 0.2: 5.26e-09 A/cm2
gate leakage/drain current: 8.602e-10
no test failed
```
